# Bohart–Adams Coverage and the Travelling Saturation Front in Atomic Layer Deposition

A precursor vapour, diluted in carrier gas, flows at constant speed $u$ along a channel $0\le z\le L$ with coated walls. The coated area per unit gas volume is $S$. The precursor density $n(z,t)$ is uniform over each cross-section, and diffusion along the channel is neglected. This is plug flow.

A molecule that strikes a free site sticks with constant probability $\beta\ll1$ and never leaves; one that strikes an occupied site returns to the gas. Each adsorbed molecule fills an area $s_0$, and the coverage $\theta(z,t)$ is the filled fraction of the wall. This is irreversible Langmuir uptake. The temperature is uniform, and reaction products neither block sites nor change the flow. At $t=0$ the channel is bare and free of precursor, and the inlet density is switched on to $n_0$.

## (a) Find the balances for the gas and the wall.

**Solution.** Let $\Theta$ be the temperature, $m$ the molecular mass and $k_B$ Boltzmann's constant. The number of impacts per unit area and time is the density times the average, over all molecules, of the velocity component towards the wall, with receding molecules counted as zero:

$$n\int_0^\infty v_x\sqrt{\frac{m}{2\pi k_B\Theta}}\;e^{-mv_x^2/2k_B\Theta}\,dv_x=n\sqrt{\frac{k_B\Theta}{2\pi m}}=\frac{n\bar v}{4},\qquad \bar v=\sqrt{\frac{8k_B\Theta}{\pi m}} .$$

The undisturbed Maxwell distribution may be used because $\beta$ is small. A fraction $1-\theta$ of the impacts meets a free site, so the uptake per unit area is

$$J=k\,n(1-\theta),\qquad k=\frac{\beta\bar v}{4}.$$

Each molecule taken up covers $s_0$, and unit gas volume faces wall area $S$. Therefore

$$\frac{\partial\theta}{\partial t}=s_0k\,n(1-\theta),\qquad \frac{\partial n}{\partial t}+u\frac{\partial n}{\partial z}=-S k\,n(1-\theta). \tag{1}$$

## (b) Remove the transit time of the gas and all parameters from the equations.

**Solution.** Gas that entered at time $\tau$ reaches $z$ at $t=\tau+z/u$. Use $z$ and $\tau=t-z/u$ as coordinates. By the chain rule,

$$\left.\frac{\partial}{\partial t}\right|_z=\frac{\partial}{\partial\tau},\qquad \left.\frac{\partial}{\partial z}\right|_t=\left.\frac{\partial}{\partial z}\right|_\tau-\frac1u\frac{\partial}{\partial\tau},$$

so the left side of the gas balance becomes $u\,\partial n/\partial z|_\tau$. The storage term has been absorbed, not dropped.

For $\tau<0$ the gas at $z$ was already in the channel at $t=0$, with zero density. Its balance is proportional to $n$, so $n$ stays zero and the wall stays bare. Since sites fill at a finite rate, the wall is still bare at $\tau=0$.

For $\tau\ge0$ define

$$c=\frac n{n_0},\quad q=1-\theta,\quad Z=\frac{Sk}{u}z,\quad T=s_0kn_0\tau .$$

Equations (1) become

$$\frac{\partial c}{\partial Z}=-cq,\qquad \frac{\partial q}{\partial T}=-cq,\qquad c(0,T)=1,\quad q(Z,0)=1. \tag{2}$$

Here $Z$ measures depth in units of the distance over which a bare wall removes the precursor, and $T$ measures exposure in units of the filling time of a site at the inlet.

## (c) Solve these equations.

**Solution.** The two right sides are equal, so $\partial c/\partial Z=\partial q/\partial T$. On the quadrant $Z,T\ge0$ this is the condition for a potential $\phi$ with

$$c=\frac{\partial\phi}{\partial T},\qquad q=\frac{\partial\phi}{\partial Z},\qquad \phi(0,0)=0 .$$

Either equation in (2) then reads $\phi_{ZT}=-\phi_Z\phi_T$. The exponential of $\phi$ removes the nonlinearity:

$$\frac{\partial^2e^\phi}{\partial Z\,\partial T}=e^\phi(\phi_{ZT}+\phi_Z\phi_T)=0 .$$

Hence $e^\phi=F(Z)+G(T)$. On the edge $Z=0$, $\phi_T=1$ gives $\phi=T$; on the edge $T=0$, $\phi_Z=1$ gives $\phi=Z$. Thus

$$F(0)+G(T)=e^T,\qquad F(Z)+G(0)=e^Z,\qquad F(0)+G(0)=1 .$$

Adding the first two and subtracting the third,

$$e^\phi=e^T+e^Z-1 .$$

Differentiating $\phi$ gives the Bohart–Adams form,

$$\boxed{\;\frac n{n_0}=\frac{e^T}{e^T+e^Z-1},\qquad \theta=1-\frac{e^Z}{e^T+e^Z-1}=\frac{e^T-1}{e^T+e^Z-1}\;}\tag{3}$$

for $\tau\ge0$, with both fields zero for $\tau<0$. Any solution of (2) has such a potential, and the edge data fix it, so the solution is unique.

Two limits show its content. At the inlet, $\theta=1-e^{-T}$: sites fill under constant supply. At the leading edge of the gas, $T=0$ and $n/n_0=e^{-Z}$: this gas always meets a bare wall. In a short channel, $Z\ll1$ throughout, the whole wall follows the inlet law and there is no front.

## (d) Let the inlet density vary, as in a real pulse. What profile does the finished film have?

**Solution.** Let the inlet density be $n_{\rm in}(t)$, and replace the exposure by

$$T=s_0k\int_0^\tau n_{\rm in}(\tau')\,d\tau' .$$

Where $n_{\rm in}(\tau)>0$, set $c=n/n_{\rm in}(\tau)$. The divisor does not depend on $z$ at fixed $\tau$, so $c_Z=-cq$ still holds. The wall equation is $q_\tau=-s_0kn_{\rm in}cq=-(dT/d\tau)\,cq$, which is again $q_T=-cq$. Where $n_{\rm in}=0$, neither $T$ nor $\theta$ changes. The coverage in (3) therefore holds with the new $T$, and once a pulse has swept through, each point keeps the coverage belonging to the total dose. The finished film here means this layer, left by a single pulse.

From (3), $\theta/(1-\theta)=(e^T-1)e^{-Z}$, or

$$\theta=\frac1{1+e^{Z-Z_h}},\qquad Z_h=\ln(e^T-1). \tag{4}$$

At fixed $T$ the profile is a logistic curve for every $T>0$, cut off at the inlet. A larger dose shifts it without changing its shape. Half coverage enters the channel when $Z_h=0$, at $T=\ln2$, and then moves at

$$\frac{dZ_h}{dT}=\frac{e^T}{e^T-1}=\frac1{1-e^{-T}},$$

which falls to 1. Coverage $p$ lies at $Z_h+\ln[(1-p)/p]$, so the distance from 90% to 10% is $2\ln9\approx4.39$ in $Z$ when both levels lie in the channel.

For constant inlet density and $T\gg1$, each unit of pulse time moves the edge of the finished film by

$$\frac{u}{Sk}\,s_0kn_0=\frac uR,\qquad R=\frac{S}{s_0n_0}.$$

The ratio $R$ compares the sites facing a gas volume with the molecules in that volume at inlet density.

## (e) Show that, while the gas is flowing, a front of fixed shape develops in laboratory space and time.

**Solution.** Return to constant inlet density. When $e^T+e^Z\gg1$ the 1 in the denominator of (3) is negligible, which suggests the common limit

$$\sigma=\frac{e^T}{e^T+e^Z}=\frac1{1+e^{Z-T}} .$$

Inserting $T=s_0kn_0(t-z/u)$,

$$Z-T=\frac{Sk+s_0kn_0}{u}\,z-s_0kn_0t=\frac{z-wt}{\ell},$$

$$\frac1\ell=\frac{Sk}{u}\left(1+\frac1R\right),\qquad w=\ell s_0kn_0=\frac{u\,s_0n_0}{S+s_0n_0}=\frac u{1+R}. \tag{5}$$

Thus $\sigma$ is a rigid profile moving at speed $w$.

To prove convergence, write $A=e^T+e^Z$. For $\tau\ge0$,

$$\sigma-\theta=\frac{e^T(A-1)-(e^T-1)A}{A(A-1)}=\frac{A-e^T}{A(A-1)}=\frac{e^Z}{A(A-1)}=\frac{1-\theta}{A},$$

$$\frac n{n_0}-\sigma=\frac{e^TA-e^T(A-1)}{A(A-1)}=\frac{e^T}{A(A-1)}=\frac{n/n_0}{A}.$$

Both numerators on the far right are at most 1. At fixed $t$, $Z$ rises with $z$ and $T$ falls; they meet at $z=wt$, where both equal $Skwt/u$. Everywhere behind the gas edge the larger of the two is at least this value, so $A>e^{Skwt/u}$ and

$$|\theta-\sigma|,\ \left|\frac n{n_0}-\sigma\right|<e^{-Skwt/u}. \tag{6}$$

Ahead of the gas edge, $z>ut$, both fields vanish and the expression for $T$ is negative. There $\sigma<e^{-Z}<e^{-Skt}$, which is smaller than the bound in (6) because $w<u$. The convergence is therefore uniform in $z$ and exponential in time.

The speed also follows from counting. In time $dt$ the front fills a length $w\,dt$ with gas at density $n_0$ and adsorbed molecules at $S/s_0$ per unit gas volume. The inlet supplies $n_0u\,dt$, so $w(n_0+S/s_0)=un_0$, in agreement with (5). The sticking probability sets the width, not the final speed. For $R\gg1$ most of the supply goes to the wall and $w\approx u/R$; for $R\ll1$ the front nearly keeps up with the gas.

## (f) How long a pulse brings the outlet to coverage $p$, and how much precursor is used?

**Solution.** Coverage falls with depth, so the outlet, at $Z_L=SkL/u$, is the last place to fill. Setting $\theta=p$ in $\theta/(1-\theta)=(e^T-1)e^{-Z_L}$ gives

$$T_p=\ln\left[1+\frac p{1-p}\,e^{Z_L}\right]. \tag{7}$$

For $Z_L\to0$ this is $-\ln(1-p)$, the inlet law. For a long channel it is $Z_L+\ln[p/(1-p)]$: the first term counts the sites, and the second is the passage of the front's tail.

A square pulse of length $t_p$ delivers $n_0ut_p$ molecules per unit cross-section, and $(S/s_0)\int_0^L\theta\,dz$ are adsorbed. With $dz=u\,dZ/(Sk)$ and $T=s_0kn_0t_p$, the used fraction is $\eta=T^{-1}\int_0^{Z_L}\theta\,dZ$. Since $\theta=1-\phi_Z$,

$$\eta=\frac{Z_L-\phi(Z_L,T)+\phi(0,T)}T=\frac{T+Z_L-\ln(e^T+e^{Z_L}-1)}T .$$

At $T=T_p$ the logarithm's argument is $e^{Z_L}/(1-p)$, by (7). Hence

$$\eta=1-\frac{\ln[1/(1-p)]}{T_p}. \tag{8}$$

## (g) Evaluate the result for an alumina process.

Take rough values in the regime of trimethylaluminium pulses in a flat cross-flow reactor: 473 K, total pressure 2 Torr, precursor pressure 0.05 Torr, molar mass 72.09 g/mol, $\beta=0.005$, $s_0=0.25$ nm², gap 5 mm, $L=40$ cm and $u=5$ m/s.

**Solution.** The thermal speed is 372.7 m/s, so $k=0.005\times372.7/4=0.466$ m/s. The ideal-gas law gives $n_0=1.02\times10^{15}$ cm⁻³. With both plates coated and the side walls neglected, $S=2/(0.5\ \text{cm})=4$ cm⁻¹. Then

- $Sk=186.4$ s⁻¹ and $s_0kn_0=118.9$ s⁻¹, so $R=1.57$;
- $u/(Sk)=2.68$ cm, so $Z_L=40/2.683=14.9$;
- $w=5/2.567=1.95$ m/s and $\ell=w/(s_0kn_0)=1.64$ cm.

The 10–90% width is $4.39\times1.64=7.2$ cm for the running front but $4.39\times2.68=11.8$ cm for the finished film. In a snapshot, places further downstream have been exposed for less time, which steepens the profile. After the pulse every place has received the gas of the whole pulse, and this difference has gone.

Equation (4) gives these film edges:

| Square pulse (ms) | $T$ | Half coverage at (cm) |
|---|---|---|
| 20 | 2.38 | 6.1 |
| 40 | 4.76 | 12.7 |
| 60 | 7.13 | 19.1 |
| 80 | 9.51 | 25.5 |

The last step, 6.4 cm in 20 ms, agrees with $u/R=3.19$ m/s. In the finished film left by a 60 ms pulse, the coverage at 20 cm is $1/[1+e^{(20-19.14)/2.683}]=0.42$; it is 0.97 at 10 cm and 0.02 at 30 cm.

Equations (1) were also integrated directly in $z$ and $t$, moving the gas by one cell per time step and advancing the reaction by the midpoint rule. At 100 ms, with the inlet held open, the largest difference from (3) in $\theta$ or $n/n_0$ was $2.3\times10^{-4}$ with 200 cells and $5.7\times10^{-5}$ with 400. In the finer type of run, the largest deviation from the travelling profile was 0.098, 0.021 and 0.005 at 20, 40 and 60 ms, below the bounds 0.234, 0.055 and 0.013 from (6).

For 99% coverage at the outlet, (7) gives $T_p=14.91+\ln99=19.5$, a pulse of $19.5/118.9=164$ ms. Counting sites alone, $T=Z_L$, would give 125 ms. By (8), $1-4.61/19.5=76\%$ of the precursor is used. The outlet reaches 99% at 244 ms after switch-on, because the gas needs 80 ms to arrive.

## (h) How much do diffusion and the laminar flow profile change these numbers?

**Solution.** Let $H=2.5$ mm be half the gap, $y$ the height above mid-plane divided by $H$, and $D=70$ cm²/s a rough diffusivity at 2 Torr. Laminar flow has speed $u f(y)$ with $f=\tfrac32(1-y^2)$; let $W=\int_0^yf\,dy'=\tfrac12(3y-y^3)$.

*Across the channel*, uptake $J$ at each wall lowers the density along the flow by $J/(uH)$ per unit length. Diffusion must balance this: $Dn_{yy}/H^2=-fJ/H$, so $n_y=-(JH/D)W$. The flow-weighted mean $\bar n=\int_0^1fn\,dy$ exceeds the wall value, after integration by parts, by

$$\bar n-n(1)=-\int_0^1Wn_y\,dy=\frac{JH}D\int_0^1W^2dy=\frac{17}{35}\frac{JH}D .$$

With $J=kq\,n(1)$ this gives $J=kq\bar n/(1+Kq)$, where $K=17kH/(35D)=0.081$. Uptake on a bare wall is thus about 7.5% slower.

*Along the channel*, a mean gradient $g=\partial\bar n/\partial z$ is sheared by the flow. Relative to the mean motion, $Dn_{yy}/H^2=u(f-1)g$, so $n_y=(uH^2g/D)(W-y)$. The extra flux is

$$u\int_0^1(f-1)n\,dy=-u\int_0^1(W-y)n_y\,dy=-\frac{2}{105}\frac{u^2H^2}{D}\,g .$$

The effective axial dispersion is therefore $D+2u^2H^2/(105D)=74$ cm²/s. Both estimates are approximate. They need the cross-channel time $H^2/D\approx0.9$ ms to be short beside both the gas-loss time, $1/186.4$ s $=5.4$ ms, and the site-filling time, $1/118.9$ s $=8.4$ ms. The first also neglects the change of gas density in time at a fixed place, the second neglects uptake at the wall, and both identify the flow-weighted mean with $n$ in (1).

Adding them to the direct integration, with no diffusive flux through the channel ends, gives at 100 ms:

| Included | 10–90% width (cm) |
|---|---|
| neither | 7.2 |
| axial dispersion | 7.7 |
| cross-channel resistance | 7.5 |
| both | 8.0 |

The width of the running front grows by about 11%. Doubling the cells from 200 to 400 shifts the last value by 0.07%. The front speed stays at 1.95 m/s, as counting requires: diffusive flux vanishes in the uniform regions on either side of the front. The time to 99% at the outlet moves by less than 1 ms.

The flow itself is not quite uniform. For viscosity $\mu=2.5\times10^{-5}$ Pa s, again rough, the pressure gradient is $-\mu uf''/H^2=3\mu u/H^2$. Over 40 cm the drop is 0.18 Torr, or 9% of the total, and the gas speeds up by a similar fraction. The precursor density behind the front falls by about as much towards the outlet, so the last sites there fill more slowly. The 164 ms pulse must then be longer by roughly 4 ms, which is more than the shift caused by diffusion. The 125 ms found by counting sites does not change, because the molecular flow at the inlet is the same. The precursor is 2.5% of the gas, so its removal alone changes the flow by no more than about that.

In a real alumina process the sticking probability is among the less certain inputs. With the other inputs fixed, the counting time $RL/u=125$ ms does not contain $\beta$, while the remaining 39 ms of the pulse vary as $1/\beta$ in this long channel; halving $\beta$ would add about 39 ms. Real surfaces can also have sites that react slowly, which lengthen the approach to saturation, and weakly bound molecules that leave during the purge. Neither has been sized here, since each needs a further rate. Equations (1) describe the open channel; deep, narrow features on a wafer are supplied by diffusion and need a different transport equation.

Numbers in the example were calculated in double precision.
